# At Most Two Zero-Flux Planes in an Infinite Ternary Diffusion Couple

## 1. The result

Two uniform alloys of the same three components fill the half-spaces $x<0$ and $x>0$ and are joined at $t=0$. The mole fractions of components 1 and 2 form the column $C=(C_1,C_2)^T$, and $C_3=1-C_1-C_2$.

**Theorem.** Let the diffusion matrix $D$ be constant, with eigenvalues $d_f>d_s>0$. At every time $t>0$ the flux of each component either vanishes for all $x$, or vanishes on at most two planes at finite $x$. If there are two planes, they lie at $x=\pm x_J$ with $x_J\propto\sqrt t$, and the flux changes sign at each. If there is one, it lies at $x=0$, and the flux touches zero there without changing sign.

The assumptions are these.

- The molar volume is constant. Fluxes are divided by the total concentration, so they have the unit of a velocity, and are positive towards $+x$.
- Fluxes are taken in the number-fixed frame, where $J_1+J_2+J_3=0$.
- The flux law is $J=-D\,\partial C/\partial x$, with $J=(J_1,J_2)^T$ and $D$ a real $2\times2$ matrix.
- The initial state is a single step, of height $\Delta=C(\text{right})-C(\text{left})$, and the solution is bounded.

No physical constant enters the algebra, so the formulas hold in atomic units or any other consistent system.

All three components can be treated together. Let the row $w$ be $(1,0)$, $(0,1)$ or $(-1,-1)$. Then $wJ$ is $J_1$, $J_2$ or $J_3=-J_1-J_2$, and $wC$ is the corresponding mole fraction up to an additive constant. The proof holds for any constant row $w$.

## 2. The flux is a sum of two Gaussians

**Lemma 1.** Define the projectors

$$P_f=\frac{D-d_s}{d_f-d_s},\qquad P_s=1-P_f=\frac{d_f-D}{d_f-d_s}.$$

Then, with $k$ running over $f$ and $s$,

$$J(x,t)=-\sum_{k}\sqrt{\frac{d_k}{4\pi t}}\;P_k\Delta\;e^{-x^2/4d_kt}.\tag{1}$$

*Proof.* Conservation of each component reads $\partial C/\partial t=-\partial J/\partial x$. Since $D$ is constant,

$$\frac{\partial C}{\partial t}=D\frac{\partial^2C}{\partial x^2}.$$

The Cayley–Hamilton theorem gives $(D-d_f)(D-d_s)=0$. Hence $DP_f=d_fP_f$ and $DP_s=d_sP_s$. Each $P_k$ commutes with $D$, so multiplying the diffusion equation by $P_k$ gives

$$\frac{\partial (P_kC)}{\partial t}=d_k\frac{\partial^2(P_kC)}{\partial x^2}.$$

The two parts obey separate scalar heat equations. Put $\zeta=x/\sqrt{4d_kt}$. The function $\operatorname{erf}\zeta$ solves the equation for $d_k$, because

$$\frac{\partial}{\partial t}\operatorname{erf}\zeta=\frac{2e^{-\zeta^2}}{\sqrt\pi}\left(-\frac{\zeta}{2t}\right),\qquad d_k\frac{\partial^2}{\partial x^2}\operatorname{erf}\zeta=d_k\,\frac{2e^{-\zeta^2}}{\sqrt\pi}\,\frac{-2\zeta}{4d_kt},$$

and both expressions equal $-\zeta e^{-\zeta^2}/(t\sqrt\pi)$. As $t\to0$ it tends to $+1$ for $x>0$ and to $-1$ for $x<0$. With $\bar C$ the mean of the two end compositions, the initial step is therefore met by

$$C=\bar C+\tfrac12\sum_kP_k\Delta\,\operatorname{erf}\frac{x}{\sqrt{4d_kt}}.\tag{2}$$

This is the sole bounded solution. Let $v$ be a component of the difference of two bounded solutions of one scalar equation, with diffusivity $d$ and $|v|\le M$. Start at a small time $\varepsilon$, and let $u$ be $v$ minus the Gaussian-kernel evolution of $v(\cdot,\varepsilon)$. Then $u=0$ at $t=\varepsilon$ and $|u|\le2M$. On $|x|\le X$ the function $2M[x^2+2d(t-\varepsilon)]/X^2$ solves the same equation and is at least $|u|$ at the start and on the sides. By the maximum principle it bounds $|u|$ inside. Letting $X\to\infty$ gives $u=0$, so $v$ is the Gaussian average of $v(\cdot,\varepsilon)$. As $\varepsilon\to0$ these bounded data tend to zero at every $x\ne0$, and the average tends to zero. Hence $v=0$.

Differentiating (2), with the factor $\tfrac12\cdot\tfrac{2}{\sqrt\pi}\cdot\tfrac{1}{\sqrt{4d_kt}}=1/\sqrt{4\pi d_kt}$, gives

$$\frac{\partial C}{\partial x}=\sum_k\frac{P_k\Delta}{\sqrt{4\pi d_kt}}\,e^{-x^2/4d_kt}.\tag{3}$$

Multiplication by $-D$ turns $P_k\Delta$ into $-d_kP_k\Delta$, and $d_k/\sqrt{d_k}=\sqrt{d_k}$. This is (1). $\square$

## 3. Proof of the theorem

Let $g_k=wP_k\Delta$ be the part of the component's step carried by mode $k$. From (1),

$$wJ=-\frac{1}{\sqrt{4\pi t}}\left[\sqrt{d_f}\,g_f\,e^{-x^2/4d_ft}+\sqrt{d_s}\,g_s\,e^{-x^2/4d_st}\right].\tag{4}$$

If $g_f=g_s=0$, the flux vanishes everywhere. If exactly one of them is zero, a single Gaussian remains, which has no zero at finite $x$. Suppose now that neither is zero, and define

$$\eta=\frac1{4t}\left(\frac1{d_s}-\frac1{d_f}\right)>0,\qquad R=-\frac{\sqrt{d_s}\,g_s}{\sqrt{d_f}\,g_f}.$$

Taking the slow exponential out of the bracket in (4) leaves

$$wJ=-\frac{\sqrt{d_f}\,g_f}{\sqrt{4\pi t}}\,e^{-x^2/4d_st}\left(e^{\eta x^2}-R\right).\tag{5}$$

The prefactor has no zero, so the flux vanishes exactly where $e^{\eta x^2}=R$. The left side equals 1 at $x=0$ and increases strictly with $x^2$. At most one value of $x^2$ satisfies the equation, and one value of $x^2$ gives at most two planes. In detail:

- For $R<1$ there is no plane.
- For $R=1$ the one plane is $x=0$. The bracket in (5) is positive on both sides, so the flux does not change sign.
- For $R>1$ there are two planes, $x=\pm x_J$ with

$$x_J=\sqrt{\frac{\ln R}{\eta}}.\tag{6}$$

The bracket changes sign at each. Since $R$ does not depend on $t$ and $\eta\propto1/t$, $x_J\propto\sqrt t$. $\square$

The physical content is a competition between two modes. Two planes require the modes to carry the component in opposite directions, with the slow mode stronger at the centre. The slow mode has the narrower Gaussian, so the fast mode wins far out, and the balance tips once on each side. As $R\to1$ from above, $x_J\approx\sqrt{(R-1)/\eta}$ and the planes merge at the centre. As $g_f\to0$ with $R>0$, $R\to\infty$ and the planes recede to infinity, though only as $\sqrt{\ln R}$.

By (2), the composition depends on $x/\sqrt t$ alone, so each plane keeps a fixed composition as it moves outwards.

**When the flux vanishes everywhere.** The identities $P_f+P_s=1$ and $D=d_fP_f+d_sP_s$ give

$$g_f+g_s=w\Delta,\qquad d_fg_f+d_sg_s=wD\Delta.$$

These equations have determinant $d_s-d_f\ne0$. Both $g_k$ therefore vanish exactly when $w\Delta=0$ and $wD\Delta=0$. For component 1 this means $\Delta_1=0$ and $D_{12}\Delta_2=0$: it has no step of its own, and either component 2 has none or it exerts no pull. For component 3 it means $\Delta_2=-\Delta_1$ together with $(D_{11}+D_{21}-D_{12}-D_{22})\Delta_1=0$. A real step in components 1 and 2 then leaves component 3 at rest if the column sums of $D$ are equal.

## 4. A criterion without eigenvectors

**Lemma 2.** A component has two zero-flux planes exactly when its flux at $x=0$ and its flux at large $|x|$ have opposite signs.

*Proof.* If neither $g_k$ is zero, (5) gives the sign of $-g_f(1-R)$ at the centre and that of $-g_f$ far out. They are opposite exactly when $R>1$. With one $g_k$ equal to zero the flux has one sign throughout, and there is no plane. $\square$

The centre flux follows from (1) as

$$wJ(0,t)=-\frac{w\sqrt D\,\Delta}{\sqrt{4\pi t}},\qquad \sqrt D=\sqrt{d_f}P_f+\sqrt{d_s}P_s.$$

The matrix $\sqrt D$ can be found without the projectors. Its eigenvalues have the product $\delta=\sqrt{d_fd_s}=\sqrt{\det D}$ and the sum $\tau=\sqrt{d_f}+\sqrt{d_s}$, where $\tau^2=\operatorname{tr}D+2\delta$. The Cayley–Hamilton theorem for $\sqrt D$ reads $D-\tau\sqrt D+\delta=0$, so

$$\sqrt D=\frac{D+\sqrt{\det D}}{\sqrt{\operatorname{tr}D+2\sqrt{\det D}}}.\tag{7}$$

For component 1 the two signs are thus set by

$$g_f=\frac{(D_{11}-d_s)\Delta_1+D_{12}\Delta_2}{d_f-d_s},\qquad (\sqrt D\Delta)_1=\frac{(D_{11}+\delta)\Delta_1+D_{12}\Delta_2}{\tau}.$$

Take $D_{12}\Delta_2>0$ and $D_{11}>d_s$. The second condition holds whenever $D_{12}D_{21}>0$, because $(D_{11}-d_f)(D_{11}-d_s)=-D_{12}D_{21}$ then places $D_{11}$ between the eigenvalues. Each expression changes from negative to positive as $\Delta_1$ rises, the first at the lower value because its denominator below is smaller. The signs differ exactly for

$$-\frac{D_{12}\Delta_2}{D_{11}-d_s}<\Delta_1<-\frac{D_{12}\Delta_2}{D_{11}+\sqrt{\det D}}.\tag{8}$$

At the upper edge the planes merge at $x=0$; at the lower edge they have gone to infinity. Under these conditions component 1 needs a step opposite in sign to $D_{12}\Delta_2$, neither too small nor too large.

## 5. Zero-flux planes and uphill transport

Transport of a component is uphill where its flux points up its own concentration gradient, that is, where $(wJ)\,\partial(wC)/\partial x>0$.

**Lemma 3.** Let $g_f$ and $g_s$ be nonzero. Transport is uphill exactly where

$$R<e^{\eta x^2}<R\,\frac{d_f}{d_s}.\tag{9}$$

*Proof.* The slow exponential taken out of (3) leaves

$$\frac{\partial (wC)}{\partial x}=\frac{g_f}{\sqrt{4\pi d_ft}}\,e^{-x^2/4d_st}\left(e^{\eta x^2}-R\frac{d_f}{d_s}\right),$$

because $-\sqrt{d_f}\,g_s/(\sqrt{d_s}\,g_f)=R\,d_f/d_s$. Multiplying by (5),

$$(wJ)\frac{\partial (wC)}{\partial x}=-\frac{g_f^2}{4\pi t}\,e^{-x^2/2d_st}\left(e^{\eta x^2}-R\right)\left(e^{\eta x^2}-R\frac{d_f}{d_s}\right).$$

This is positive exactly when the brackets have opposite signs. For $R>0$ that is (9). For $R<0$ both are positive, (9) has no solution, and transport is nowhere uphill. $\square$

For $R>1$ the uphill region is the pair of bands $x_J<|x|<x_G$. The gradient vanishes at $\pm x_G$, where

$$x_G^2-x_J^2=\frac{\ln(d_f/d_s)}{\eta}.\tag{10}$$

A pair of zero-flux planes therefore comes with uphill transport just outside it. The converse fails. For $d_s/d_f<R<1$, condition (9) holds for all $|x|<x_G$, the centre included, although the flux has no zero.

## 6. What the assumptions do

**Equal eigenvalues.** Distinctness simplifies the proof but is not needed for the bound. If $D=d$ times the unit matrix, each flux is one Gaussian and has no zero unless it vanishes everywhere. Otherwise $D=d+N$ with $N\neq0$ and $N^2=0$. In Fourier space $e^{-q^2Dt}=e^{-q^2dt}(1-q^2tN)$, and $-q^2$ stands for $\partial^2/\partial x^2$. With $G=e^{-x^2/4dt}/\sqrt{4\pi dt}$ and $\partial^2G/\partial x^2=\left(\frac{x^2}{4d^2t^2}-\frac1{2dt}\right)G$,

$$\frac{\partial C}{\partial x}=G\left[1+N\left(\frac{x^2}{4d^2t}-\frac1{2d}\right)\right]\Delta.$$

Multiplying by $-(d+N)$ and using $N^2=0$,

$$J=-G\left[d+N\left(\frac{x^2}{4dt}+\frac12\right)\right]\Delta.$$

For each component the bracket is linear in $x^2$. It has at most one root in $x^2$, hence at most two planes, unless it vanishes identically.

**More components.** With $n$ components and $n-1$ distinct positive eigenvalues, a flux is a sum of at most $m=n-1$ exponentials in $s=x^2$. Such a sum, if not identically zero, has at most $m-1$ real zeros. This is clear for $m=1$. For larger $m$, multiply by the inverse of one exponential and differentiate: $m-1$ terms remain, with at most $m-2$ zeros by induction, and Rolle's theorem allows one more in the original. (If the derivative vanishes identically, the sum was a single exponential without zeros.) A flux thus has at most $2(n-2)$ planes, which is two for $n=3$.

**More than one step.** A slab between two half-spaces can exceed the bound. At early times each interface acts alone, up to corrections exponentially small in $1/t$. If $R>1$ at both, each has two sign changes, and small corrections cannot remove them. There are then at least four planes. If the outer fluxes of the two interfaces have opposite signs inside the slab, the flux also vanishes somewhere between them; for a slab between two identical half-spaces this happens at the mid-plane, by symmetry.

**Closed ends.** In a finite couple with sealed ends every flux also vanishes at the two walls. The theorem does not count these planes, and it no longer describes the interior once the walls affect the profiles. In blocks of unequal thickness, for example, a flux can then have a single interior plane at which it changes sign.

**Other frames.** A frame moving with local velocity $v$ changes $J_i$ to $J_i-C_iv$. This is not a constant row times $J$, so the proof does not carry over.

## 7. A worked example

Consider a model block-on-block anneal of the kind used to test a metallic coating alloy against a turbine-blade alloy: 1400 K, 100 h, blocks 1000 µm thick. The matrix elements, in $10^{-10}$ cm²/s, are round model parameters:

$$D=\begin{pmatrix}2.0&0.8\\0.5&1.0\end{pmatrix}.$$

From left to right $C_1$ falls from 0.20 to 0.10 and $C_2$ rises from 0.05 to 0.35, so $\Delta=(-0.10,\,0.30)^T$.

The trace is 3.0 and the determinant $2.0-0.4=1.6$, so the eigenvalues are $1.5\pm\sqrt{2.25-1.6}$, or $d_f=2.3062$ and $d_s=0.6938$. For component 1,

$$g_f=\frac{(2.0-0.6938)(-0.10)+0.8(0.30)}{2.3062-0.6938}=0.0678,$$

and $g_s=-0.10-0.0678=-0.1678$. Hence

$$R=\sqrt{\frac{0.6938}{2.3062}}\;\frac{0.1678}{0.0678}=1.357.$$

This exceeds 1, so there are two planes. With $\eta=6.9985\times10^{-5}$ µm$^{-2}$, (6) gives $x_J=\sqrt{0.3053/\eta}=66$ µm, or $6.6\times10^5$ angstrom. By (10), $x_G=147$ µm. For components 2 and 3, $R=-5.79$ and $-0.62$: they have no plane and no uphill region.

The centre flux follows from (7). In units of $10^{-5}$ cm s$^{-1/2}$,

$$(\sqrt D\Delta)_1=\frac{(2.0+1.265)(-0.10)+0.24}{\sqrt{3.0+2.530}}=-0.0368.$$

Division by $-\sqrt{4\pi t}$ with $t=3.6\times10^5$ s gives $J_1=+1.73\times10^{-3}$ nm/s. At $x=106.4$ µm, in the middle of the uphill band, it is $-1.33\times10^{-3}$ nm/s. Component 1 thus flows into the right-hand plane from both sides and out of the left-hand plane on both sides. The uphill flow builds a maximum $C_1=0.2055$ at $-x_G$ and a minimum 0.0945 at $+x_G$, both outside the range of the end compositions.

At fixed $\Delta_2=0.30$, window (8) is $-0.1837<\Delta_1<-0.0735$, which contains the chosen $-0.10$. Changing $\Delta_1$ to $-0.05$ leaves the window: $R=0.80$, and the planes are gone. Transport of component 1 is nevertheless uphill for all $|x|<118$ µm.

A finite-volume solution of the diffusion equations, which makes no use of the modes, puts the planes at $\pm66.05$ µm, and doubling the cell size moves them by 0.006 µm. The same method was applied to 200 random couples with $d_s/d_f$ between 0.15 and 0.7. Among their 600 component fluxes none had more than two sign changes within $|x|<5\sqrt{d_ft}$, the range searched.

## 8. The example beside a real anneal

Diffusivities near $10^{-10}$ cm²/s are assumed here as a rough order of magnitude for such alloys at this temperature, not taken from a measurement. Real turbine alloys contain more than three elements and usually more than one phase, which the model leaves out and the estimates below do not cover. The infinite geometry suits the thick blocks. At $x_J$, the fast-mode flux reflected from a wall at distance $L$ is smaller than the direct one by $e^{-(L^2-Lx_J)/d_ft}\approx10^{-49}$. It would not suit a coating some tens of µm thick, since the fast diffusion length $\sqrt{4d_ft}$ is about 180 µm.

The assumption that costs most among those sized here is constant $D$. It cannot hold down to zero concentration: where $C_1=0$, a finite $D_{12}$ could drive $C_1$ negative. Two variations were solved numerically, each equal to the matrix above at the mean composition.

- With $D_{12}\propto C_1$ and $D_{21}\propto C_2$, the planes lie at $-65.0$ and $+79.6$ µm.
- With the whole matrix doubling from left to right as $C_2$ rises, they lie at $-62.2$ and $+72.5$ µm.

In both cases two planes remain, but the mirror symmetry is lost, and the largest shift is about 14 µm, or 20 % of $x_J$. These are two trials, not a proof that the bound survives a variable $D$.

The other effects are smaller. If all elements of $D$ share an activation energy $Q$, then $R$ is unaffected by temperature and $x_J\propto\sqrt D$, so $\delta x_J/x_J=Q\,\delta T/2k_BT^2$. With a rough $Q=2.8$ eV, a furnace error of 5 K shifts $x_J$ by 4.1 %. If the molar volume of component 2 exceeds the others by a fraction $\epsilon$, the volume-fixed flux is $J_1-\epsilon C_1J_2$ to first order. Its zero is displaced by $\epsilon C_1J_2/(\partial J_1/\partial x)$, evaluated with the unchanged profiles. For a rough $\epsilon=5$ % this frame term alone moves both planes outwards, by about 2 µm on the left and 1 µm on the right. It is not the whole first-order effect, because the profiles and the positions in space also change at order $\epsilon$. With these included and $D$ held constant in the number-fixed frame, the planes move outwards by about 1.6 µm on each side. If $D$ is instead held constant in the volume-fixed frame, acting on concentration gradients, they move outwards by about 4.5 µm. The size is a few µm and depends on the frame in which $D$ is taken as constant. The remaining values are in the numerical output.

## Computed values

```
random couples: 200, component fluxes: 600
largest number of zero-flux planes found: 2
fluxes checked with no plane: 459, with two: 125
D11, D12 (1e-10 cm2/s): 2.00, 0.80
D21, D22 (1e-10 cm2/s): 0.50, 1.00
temperature (K): 1400, time (h): 100
block thickness (um): 1000
left C1, C2 (mole fraction): 0.20, 0.05
right C1, C2 (mole fraction): 0.10, 0.35
d_fast, d_slow (1e-10 cm2/s): 2.3062, 0.6938
g_fast, g_slow of component 1: 0.06783, -0.16783
ratio R of components 1, 2, 3: 1.3570, -5.7886, -0.6210
eta (1/um2): 6.9985e-05
zero-flux distance x_J (um): 66.05
zero-flux distance x_J (angstrom): 6.6049e+05
zero-gradient distance x_G (um): 146.72
finite-volume zero-flux planes (um): -66.05, 66.05
their shift when the cell is doubled (um): 0.006
finite-volume planes at a quarter of the time (um): -33.0, 33.0
flux formula against Fourier integral, relative error: 1.5e-15
J1 at centre (nm/s): 1.7293e-03
J1 at x = 106.4 um, uphill (nm/s): -1.3275e-03
C1 at -x_J, +x_J: 0.1913, 0.1087
C1 at -x_G, +x_G (extrema): 0.2055, 0.0945
two planes for jump of C1 between: -0.1837 and -0.0735
jump of C1 = -0.05: R = 0.8016, no plane
  but uphill for |x| below (um): 118.3
planes, cross terms vary with composition (um): -65.0, 79.6
planes, whole matrix doubles left to right (um): -62.2, 72.5
largest grid shift of these planes (um): 0.022
activation energy, rough (eV): 2.8
furnace error (K): 5, shift of x_J (%): 4.1
molar volume excess of component 2, rough (%): 5
  shift of left, right plane (um): -2.08, 1.19
closed ends, log10 of relative flux change at x_J: -49
```
